# The exchange derivative discontinuity and the Hartree-Fock gap: a program that tests the result

```python
"""
Result under test (exchange-only density-functional theory, closed shell):
    Delta_x = <L|K - v_x|L> - <H|K - v_x|H>
is the jump of the exchange potential at integer electron number, and
    (e_L - e_H) + Delta_x
is the jump in slope of the energy E(N). It approximates the Hartree-Fock
orbital gap with an error of second order in the interaction strength.
H, L : highest occupied and lowest empty Kohn-Sham orbitals, energies e_H, e_L
K    : nonlocal Fock exchange operator built from the Kohn-Sham orbitals
v_x  : local exact-exchange potential (optimized effective potential)
gamma: spin-summed one-particle density matrix on the grid
Model: four electrons in a one-dimensional hard-wall box, softened Coulomb
interaction, Hartree atomic units. Densities are electrons per grid point.
"""
import numpy as np
from scipy.constants import physical_constants

HARTREE_IN_EV = physical_constants["Hartree energy in eV"][0]
BOX_LENGTH = 6.0
FIELD = 0.1
SOFTENING = 1.0
POINTS = 59
CLOSED_SHELL = [2.0, 2.0]
HOMO, LUMO = 1, 2


def make_model(points, strength):
    spacing = BOX_LENGTH / (points + 1)
    x = spacing * np.arange(1, points + 1)
    neighbours = np.eye(points, k=1) + np.eye(points, k=-1)
    kinetic = (np.eye(points) - 0.5 * neighbours) / spacing**2
    distance = x[:, None] - x[None, :]
    interaction = strength / np.sqrt(distance**2 + SOFTENING**2)
    return {"x": x, "T": kinetic, "v_ext": FIELD * x, "W": interaction}


def orbitals_and_gamma(model, v_s, occupations):
    energies, orbitals = np.linalg.eigh(model["T"] + np.diag(v_s))
    filled = orbitals[:, :len(occupations)]
    gamma = (filled * np.array(occupations)) @ filled.T
    return energies, orbitals, gamma


def fock_exchange(model, gamma):
    return -0.5 * gamma * model["W"]


def exchange_energy(model, gamma):
    return -0.25 * np.sum(gamma**2 * model["W"])


def kinetic_energy(model, gamma):
    return np.sum(gamma * model["T"])


def total_energy(model, gamma):
    density = np.diag(gamma)
    hartree = 0.5 * density @ model["W"] @ density
    return (kinetic_energy(model, gamma) + density @ model["v_ext"]
            + hartree + exchange_energy(model, gamma))


def density_response(energies, orbitals, occupations, operator):
    """Density change caused by an operator, and the local response matrix."""
    size = len(energies)
    chi = np.zeros((size, size))
    change = np.zeros(size)
    for p, occupation in enumerate(occupations):
        denominators = energies[p] - energies
        denominators[p] = np.inf
        green = (orbitals / denominators) @ orbitals.T
        phi = orbitals[:, p]
        chi += 2 * occupation * np.outer(phi, phi) * green
        change += 2 * occupation * phi * (green @ (operator @ phi))
    return change, chi


def local_potential_for(chi, density_change):
    """Zero-mean local potential that produces a given density change."""
    return np.linalg.solve(chi - 1.0 / len(chi), density_change)


def solve_exact_exchange(model, occupations):
    v_s = model["v_ext"].copy()
    for _ in range(250):
        energies, orbitals, gamma = orbitals_and_gamma(model, v_s, occupations)
        v_classical = model["v_ext"] + model["W"] @ np.diag(gamma)
        mismatch = fock_exchange(model, gamma) + np.diag(v_classical - v_s)
        change, chi = density_response(energies, orbitals, occupations, mismatch)
        if np.max(np.abs(change)) < 1e-12:
            break
        v_s = v_s + 0.6 * local_potential_for(chi, change)
    assert np.max(np.abs(change)) < 1e-10, "optimized potential not converged"
    v_x = v_s - v_classical
    shift = v_x.mean()              # convention: v_x has zero mean in the box
    v_x = v_x - shift
    w = fock_exchange(model, gamma) - np.diag(v_x)
    return {"e": energies - shift, "c": orbitals, "gamma": gamma,
            "v_s": v_s - shift, "v_x": v_x, "w": orbitals.T @ w @ orbitals,
            "E": total_energy(model, gamma)}


def solve_hartree_fock(model, start_gamma):
    gamma = start_gamma.copy()
    for _ in range(500):
        fock = (model["T"] + fock_exchange(model, gamma)
                + np.diag(model["v_ext"] + model["W"] @ np.diag(gamma)))
        energies, orbitals = np.linalg.eigh(fock)
        new_gamma = 2 * orbitals[:, :LUMO] @ orbitals[:, :LUMO].T
        error = np.max(np.abs(new_gamma - gamma))
        if error < 1e-12:
            break
        gamma = gamma + 0.5 * (new_gamma - gamma)
    assert error < 1e-10, "Hartree-Fock not converged"
    return energies, new_gamma


def gamma_from_density(model, target, occupations, start_potential):
    """Find the Kohn-Sham density matrix that has a prescribed density."""
    v_s = start_potential.copy()
    for _ in range(20):
        energies, orbitals, gamma = orbitals_and_gamma(model, v_s, occupations)
        residual = target - np.diag(gamma)
        if np.max(np.abs(residual)) < 1e-13:
            break
        _, chi = density_response(energies, orbitals, occupations, np.diag(v_s))
        v_s = v_s + local_potential_for(chi, residual)
    assert np.max(np.abs(residual)) < 1e-11, "density inversion failed"
    return gamma


def gaps(solution):
    e, w = solution["e"], solution["w"]
    ks_gap = e[LUMO] - e[HOMO]
    delta_x = w[LUMO, LUMO] - w[HOMO, HOMO]
    return ks_gap, delta_x


def second_order_gap_error(model, solution):
    """Leading term of Hartree-Fock gap minus (Kohn-Sham gap + Delta_x)."""
    e, c, w = solution["e"], solution["c"], solution["w"]
    delta_gamma = np.zeros_like(w)
    for i in range(LUMO):
        for a in range(LUMO, len(e)):
            pair = np.outer(c[:, i], c[:, a])
            delta_gamma += 2 * w[i, a] / (e[i] - e[a]) * (pair + pair.T)
    relaxation = c.T @ fock_exchange(model, delta_gamma) @ c
    shifts = {}
    for p in (HOMO, LUMO):
        denominators = e[p] - e
        denominators[p] = np.inf
        shifts[p] = relaxation[p, p] + np.sum(w[p]**2 / denominators)
    return shifts[LUMO] - shifts[HOMO]


model = make_model(POINTS, 1.0)
exx = solve_exact_exchange(model, CLOSED_SHELL)
ks_gap, delta_x = gaps(exx)
density = np.diag(exx["gamma"])

# v_x is the derivative of the exchange energy at fixed electron number.
x = model["x"]
for trial in (x / BOX_LENGTH, np.cos(2 * np.pi * x / BOX_LENGTH)):
    step = 1e-4
    plus = orbitals_and_gamma(model, exx["v_s"] + step * trial, CLOSED_SHELL)[2]
    minus = orbitals_and_gamma(model, exx["v_s"] - step * trial, CLOSED_SHELL)[2]
    direct = exchange_energy(model, plus) - exchange_energy(model, minus)
    from_potential = exx["v_x"] @ (np.diag(plus) - np.diag(minus))
    assert abs(direct - from_potential) / (2 * step) < 1e-8

# Jumps of the exchange and kinetic functionals, directly from densities.
sine_shape = np.sin(np.pi * x / BOX_LENGTH)**2
shapes = {"density-shaped": density / density.sum(),
          "sine-squared": sine_shape / sine_shape.sum()}
FRACTION = 2e-4
direct_jumps = {}
for name, shape in shapes.items():
    estimates = []
    for f in (FRACTION, FRACTION / 2):
        more = gamma_from_density(model, density + f * shape,
                                  [2.0, 2.0, f], exx["v_s"])
        less = gamma_from_density(model, density - f * shape,
                                  [2.0, 2.0 - f], exx["v_s"])
        estimates.append([
            (functional(model, more) + functional(model, less)
             - 2 * functional(model, exx["gamma"])) / f
            for functional in (exchange_energy, kinetic_energy)])
    direct_jumps[name] = 2 * np.array(estimates[1]) - np.array(estimates[0])
    assert abs(direct_jumps[name][0] - delta_x) < 1e-5
    assert abs(direct_jumps[name][1] - ks_gap) < 1e-5

# Slopes of E(N), with the potential reoptimized at fractional N.
slope_estimates = []
for f in (FRACTION, FRACTION / 2):
    energy_more = solve_exact_exchange(model, [2.0, 2.0, f])["E"]
    energy_less = solve_exact_exchange(model, [2.0, 2.0 - f])["E"]
    slope_estimates.append([(exx["E"] - energy_less) / f,
                            (energy_more - exx["E"]) / f])
slope_below, slope_above = (2 * np.array(slope_estimates[1])
                            - np.array(slope_estimates[0]))
level_H = exx["e"][HOMO] + exx["w"][HOMO, HOMO]
level_L = exx["e"][LUMO] + exx["w"][LUMO, LUMO]
assert abs(slope_below - level_H) < 1e-5
assert abs(slope_above - level_L) < 1e-5

# Comparison with self-consistent Hartree-Fock at several couplings.
coupling_rows = []
weak = {}
for strength in (1.0, 0.5, 0.02, 0.01):
    scaled_model = make_model(POINTS, strength)
    solution = solve_exact_exchange(scaled_model, CLOSED_SHELL)
    hf_energies, hf_gamma = solve_hartree_fock(scaled_model, solution["gamma"])
    gap_s, jump_s = gaps(solution)
    hf_gap_s = hf_energies[LUMO] - hf_energies[HOMO]
    actual = hf_gap_s - gap_s - jump_s
    predicted = second_order_gap_error(scaled_model, solution)
    coupling_rows.append((strength, gap_s, jump_s, hf_gap_s, actual, predicted))
    difference = hf_gamma - solution["gamma"]
    weak[strength] = (actual / predicted, actual,
                      np.max(np.abs(np.diag(difference))),
                      np.linalg.norm(difference))
    if strength == 1.0:
        hf_levels, hf_gap = hf_energies, hf_gap_s
        hf_total = total_energy(scaled_model, hf_gamma)

extrapolated_ratio = 2 * weak[0.01][0] - weak[0.02][0]
error_ratio = weak[0.02][1] / weak[0.01][1]
density_ratio = weak[0.02][2] / weak[0.01][2]
gamma_ratio = weak[0.02][3] / weak[0.01][3]
assert abs(extrapolated_ratio - 1) < 0.01
assert abs(error_ratio - 4) < 0.2
assert abs(density_ratio - 4) < 0.2
assert abs(gamma_ratio - 2) < 0.1
assert abs(hf_gap - ks_gap - delta_x) < 0.1 * abs(delta_x)
assert hf_total <= exx["E"] + 1e-10

# Sensitivity to the grid.
fine_model = make_model(2 * POINTS + 1, 1.0)
fine = solve_exact_exchange(fine_model, CLOSED_SHELL)
fine_ks_gap, fine_delta_x = gaps(fine)
fine_hf = solve_hartree_fock(fine_model, fine["gamma"])[0]
fine_hf_gap = fine_hf[LUMO] - fine_hf[HOMO]
assert abs(fine_delta_x - delta_x) < 0.005
assert abs(fine_ks_gap - ks_gap) < 0.005
assert abs(fine_hf_gap - hf_gap) < 0.005

print(f"Box length: {BOX_LENGTH:.1f} bohr; softening: {SOFTENING:.1f} bohr")
print(f"External slope: {FIELD:.2f} hartree/bohr")
print(f"Electrons: {density.sum():.0f}; interior grid points: {POINTS}")
print("Main case, coupling 1 (v_x has zero mean in the box):")
for label, p in (("HOMO", HOMO), ("LUMO", LUMO)):
    orbital = exx["c"][:, p]
    nonlocal_part = orbital @ fock_exchange(model, exx["gamma"]) @ orbital
    local_part = orbital**2 @ exx["v_x"]
    print(f"{label} Kohn-Sham energy: {exx['e'][p]:.5f} hartree")
    print(f"{label} <K>: {nonlocal_part:.5f} hartree")
    print(f"{label} <v_x>: {local_part:.5f} hartree")
    print(f"{label} <K - v_x>: {exx['w'][p, p]:.5f} hartree")
    print(f"{label} Hartree-Fock energy: {hf_levels[p]:.5f} hartree")
print(f"Kohn-Sham gap: {ks_gap:.5f} hartree = {ks_gap*HARTREE_IN_EV:.3f} eV")
print(f"Delta_x: {delta_x:.5f} hartree = {delta_x*HARTREE_IN_EV:.3f} eV")
gap_sum = ks_gap + delta_x
print(f"Gap + Delta_x: {gap_sum:.5f} hartree = {gap_sum*HARTREE_IN_EV:.3f} eV")
print(f"Hartree-Fock gap: {hf_gap:.5f} hartree = {hf_gap*HARTREE_IN_EV:.3f} eV")
print(f"Exact-exchange total energy: {exx['E']:.6f} hartree")
print(f"Hartree-Fock total energy: {hf_total:.6f} hartree")
print(f"Electron fraction f in difference quotients: {FRACTION:.1e} and half")
for name, (jump_x, jump_t) in direct_jumps.items():
    print(f"Direct exchange jump, {name}: {jump_x:.6f} hartree")
    print(f"Direct kinetic jump, {name}: {jump_t:.6f} hartree")
print(f"Slope of E(N) below N=4: {slope_below:.6f} hartree")
print(f"HOMO energy + <K - v_x>: {level_H:.6f} hartree")
print(f"Slope of E(N) above N=4: {slope_above:.6f} hartree")
print(f"LUMO energy + <K - v_x>: {level_L:.6f} hartree")
print("Error = Hartree-Fock gap - (Kohn-Sham gap + Delta_x), hartree:")
for strength, gap_s, jump_s, hf_gap_s, actual, predicted in coupling_rows:
    print(f"coupling {strength:.2f}: KS gap {gap_s:.5f}, Delta_x {jump_s:.5f}, "
          f"HF gap {hf_gap_s:.5f}")
    print(f"   error {actual:.3e}, second-order formula {predicted:.3e}")
print("Ratios, coupling 0.02 over coupling 0.01 (no unit):")
print(f"   gap error {error_ratio:.3f}, density change {density_ratio:.3f}, "
      f"density-matrix change {gamma_ratio:.3f}")
print(f"Error/formula, extrapolated to zero coupling: {extrapolated_ratio:.4f}")
print(f"Finer grid, {2*POINTS+1} points: KS gap {fine_ks_gap:.5f} hartree")
print(f"Finer grid: Delta_x {fine_delta_x:.5f} hartree")
print(f"Finer grid: Hartree-Fock gap {fine_hf_gap:.5f} hartree")
print("ALL CHECKS PASSED")
```

It prints:

```
Box length: 6.0 bohr; softening: 1.0 bohr
External slope: 0.10 hartree/bohr
Electrons: 4; interior grid points: 59
Main case, coupling 1 (v_x has zero mean in the box):
HOMO Kohn-Sham energy: 3.12831 hartree
HOMO <K>: -0.76174 hartree
HOMO <v_x>: -0.05436 hartree
HOMO <K - v_x>: -0.70738 hartree
HOMO Hartree-Fock energy: 2.41883 hartree
LUMO Kohn-Sham energy: 3.83379 hartree
LUMO <K>: -0.19029 hartree
LUMO <v_x>: 0.02276 hartree
LUMO <K - v_x>: -0.21305 hartree
LUMO Hartree-Fock energy: 3.62224 hartree
Kohn-Sham gap: 0.70548 hartree = 19.197 eV
Delta_x: 0.49433 hartree = 13.451 eV
Gap + Delta_x: 1.19981 hartree = 32.648 eV
Hartree-Fock gap: 1.20341 hartree = 32.747 eV
Exact-exchange total energy: 5.772525 hartree
Hartree-Fock total energy: 5.771287 hartree
Electron fraction f in difference quotients: 2.0e-04 and half
Direct exchange jump, density-shaped: 0.494329 hartree
Direct kinetic jump, density-shaped: 0.705477 hartree
Direct exchange jump, sine-squared: 0.494329 hartree
Direct kinetic jump, sine-squared: 0.705477 hartree
Slope of E(N) below N=4: 2.420932 hartree
HOMO energy + <K - v_x>: 2.420932 hartree
Slope of E(N) above N=4: 3.620738 hartree
LUMO energy + <K - v_x>: 3.620738 hartree
Error = Hartree-Fock gap - (Kohn-Sham gap + Delta_x), hartree:
coupling 1.00: KS gap 0.70548, Delta_x 0.49433, HF gap 1.20341
   error 3.608e-03, second-order formula 4.164e-03
coupling 0.50: KS gap 0.68846, Delta_x 0.24284, HF gap 0.93237
   error 1.062e-03, second-order formula 1.133e-03
coupling 0.02: KS gap 0.68086, Delta_x 0.00955, HF gap 0.69042
   error 1.865e-06, second-order formula 1.869e-06
coupling 0.01: KS gap 0.68085, Delta_x 0.00478, HF gap 0.68563
   error 4.668e-07, second-order formula 4.673e-07
Ratios, coupling 0.02 over coupling 0.01 (no unit):
   gap error 3.996, density change 4.000, density-matrix change 1.999
Error/formula, extrapolated to zero coupling: 1.0000
Finer grid, 119 points: KS gap 0.70706 hartree
Finer grid: Delta_x 0.49432 hartree
Finer grid: Hartree-Fock gap 1.20497 hartree
ALL CHECKS PASSED
```
